# Cooling of a degenerate 2D electron gas by 2D acoustic phonons

## Result and conditions

A degenerate two-dimensional electron gas at temperature \(T_e\) loses energy to longitudinal acoustic phonons of the same sheet, which are at temperature \(T_L\). Far below the Bloch–Grüneisen temperature, the net power per area is

\[
P=\Sigma_4\,(T_e^4-T_L^4),\qquad
\Sigma_4=\frac{\pi^2 g D^2m^2k_B^4}{60\,\rho\,\hbar^6 s^3k_F},
\tag{1}
\]

if the deformation coupling is unscreened, and

\[
P=\Sigma_6\,(T_e^6-T_L^6),\qquad
\Sigma_6=\frac{2\pi^4 g D^2m^2k_B^6}{63\,\rho\,\hbar^8 s^5k_F\,q_{TF}^2},
\tag{2}
\]

if the electrons screen it statically and strongly. Here \(m\) is the isotropic mass, \(g\) the spin and valley degeneracy, \(k_F\) the Fermi wave vector, \(\rho\) the mass per area, \(s\) the sound velocity, and \(D\) the deformation energy before screening by the mobile electrons. The screening wave vector is \(q_{TF}=gme^2/(4\pi\epsilon_0\kappa\hbar^2)\), with \(\kappa\) the dielectric constant of the surroundings.

Let \(E_F\) be the Fermi energy, \(v_F=\hbar k_F/m\), and \(q_T=k_BT/\hbar s\) the thermal phonon wave vector. Both laws need \(k_BT\ll E_F\), \(s\ll v_F\), \(T\ll T_{BG}=2\hbar sk_F/k_B\), and a mean free path \(\ell\) with \(q_T\ell\gg1\), so that momentum is conserved in each phonon event. The second law also needs \(q_T\ll q_{TF}/12\), a condition separate from \(T\ll T_{BG}\).

## Simplest case: cold lattice, no screening

**Coupling.** A phonon mode of wave vector \(\mathbf q\) on an area \(A\) is an oscillator of mass \(\rho A\) and frequency \(\omega=sq\). Creating a quantum when \(N\) are present has the squared displacement element \((N+1)\hbar/(2\rho A\omega)\). The electron energy shifts by \(D\,\nabla\!\cdot\mathbf u\), and for a longitudinal wave the divergence supplies a factor \(q\). Hence, apart from \(N+1\),

\[
|M_q|^2=D^2q^2\,\frac{\hbar}{2\rho A sq}=\frac{D^2\hbar q}{2\rho As}.
\tag{3}
\]

**Emission rate.** With \(T_L=0\) there is emission only. An electron goes from \(\mathbf k+\mathbf q\), energy \(E'\), to \(\mathbf k\), energy \(E=E'-\hbar\omega\). Writing \(f,f'\) for the two Fermi occupations, the golden rule gives

\[
\dot N_q=\frac{2\pi}{\hbar}|M_q|^2\,g\sum_{\mathbf k}f'(1-f)\,\delta(E'-E-\hbar\omega).
\]

Set \(y=(E-\mu)/k_BT_e\), with \(\mu\) the chemical potential, and \(x=\hbar\omega/k_BT_e\). Since \(1/f=e^y+1\) and \(1/f'=e^{y+x}+1\),

\[
f-f'=ff'\left(\frac1{f'}-\frac1f\right)=ff'e^y(e^x-1)=f'(1-f)(e^x-1),
\]

where the last step uses \(1-f=fe^y\). Therefore

\[
f'(1-f)=n_e\,(f-f'),\qquad n_e=\frac1{e^x-1}.
\tag{4}
\]

The electrons emit as a Bose distribution at their own temperature would.

**Phase space.** Split \(\mathbf k\) into \(k_\parallel\) along \(\mathbf q\) and \(k_\perp\) across it. Then

\[
E'-E-\hbar\omega=\frac{\hbar^2q}{m}\left(k_\parallel+\frac q2-\frac{ms}{\hbar}\right),
\]

so the delta function fixes \(k_\parallel=ms/\hbar-q/2\) and leaves a factor \(m/\hbar^2q\). The remaining integral runs over \(k_\perp\). In a degenerate gas \(f-f'\) differs from zero only near the Fermi energy, where \(|k_\perp|\simeq k_FR\) with

\[
R=\sqrt{1-\left(\frac{q}{2k_F}\right)^2}.
\]

To see this, take the middle of the energy window, \(E=E_F-\hbar\omega/2\). There \(k_\perp^2=k_F^2-msq/\hbar-(q/2-ms/\hbar)^2=k_F^2-q^2/4-(ms/\hbar)^2\): the terms linear in \(s\) cancel, and the last one, of relative order \((s/v_F)^2\), is dropped.

Both signs of \(k_\perp\) contribute, \(dk_\perp=m\,dE/(\hbar^2k_\perp)\), and \(\int(f(E)-f(E+\hbar\omega))\,dE=\hbar\omega\). Thus

\[
S(q)\equiv g\!\int\!\frac{d^2k}{4\pi^2}(f-f')\,\delta(E'-E-\hbar\omega)
=\frac{g}{4\pi^2}\,\frac{m}{\hbar^2q}\,\frac{2m\,\hbar sq}{\hbar^2k_FR}
=\frac{gm^2s}{2\pi^2\hbar^3k_FR}.
\tag{5}
\]

The two factors of \(q\) cancel. Far below \(T_{BG}\), thermal phonons have \(q\ll2k_F\), so \(R\to1\): the phase space does not depend on \(q\).

**Sum over phonons.** Each quantum carries \(\hbar sq\), and \(\sum_{\mathbf q}=A\int q\,dq/2\pi\). The areas cancel:

\[
P=\int_0^\infty\frac{q\,dq}{2\pi}\,(\hbar sq)\,\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho s}\,S\,n_e
=C\int_0^\infty q^3n_e\,dq,\qquad
C=\frac{gD^2m^2s}{4\pi^2\rho\hbar^2k_F}.
\tag{6}
\]

With \(q=q_Tx\) the integral becomes \(q_T^4\int_0^\infty x^3/(e^x-1)\,dx\). Expanding \(1/(e^x-1)=\sum_{j\ge1}e^{-jx}\) gives

\[
\int_0^\infty\frac{x^p}{e^x-1}dx=p!\,\zeta(p+1),
\tag{7}
\]

which is \(6\cdot\pi^4/90=\pi^4/15\) for \(p=3\). Then \(\Sigma_4=C(k_B/\hbar s)^4\pi^4/15\), which is (1).

The fourth power can be read off: one factor of \(q\) from the two-dimensional measure, one from the phonon energy, one from \(|M_q|^2\), and one from \(dq\).

**Tests of this stage.** Equation (5) was compared with a brute-force integral over the Fermi disc at \(q=0.4k_F\) and \(1.2k_F\), with \(s/v_F=0.05\) and a small level broadening. In units of the density of states, the two values of \(\pi S\) agree within 0.002. The power was also integrated from the raw occupations \(f'(1-f)\) at finite temperature, without (4) and without the degenerate limit. For the example given below, at \(T_e=0.1\) K with a cold lattice, it is 1.0002 times the \(T^4\) law.

## First generalization: a warm lattice

If the mode holds \(N\) phonons, emission gains the factor \(N+1\), and absorption removes quanta at a rate proportional to \(Nf(1-f')\). From the definitions above, \(f(1-f')=e^xf'(1-f)=(n_e+1)(f-f')\). The net bracket is

\[
(N+1)f'(1-f)-Nf(1-f')=\big[(N+1)n_e-N(n_e+1)\big](f-f')=(n_e-N)(f-f').
\]

So \(n_e\) in (6) is replaced by \(n_e-N\). For a lattice in equilibrium at \(T_L\), the second term is the same integral at \(T_L\), and the difference of fourth powers follows.

The limit \(T_L\to T_e\) gives zero, as equilibrium requires. For a small difference, \(P\simeq4\Sigma_4T^3(T_e-T_L)\), so the thermal conductance per area goes as \(T^3\). For \(T_e=0.1\) K and lattice temperatures of 0, 0.05 and 0.09 K, the power from raw occupations agrees with (1) within 0.2 %.

## Second generalization: approaching the Bloch–Grüneisen temperature

Keep \(R\) in (5). Then \(1/R\simeq1+q^2/8k_F^2\), and for a cold lattice the power gains the factor

\[
1+\frac{q_T^2}{8k_F^2}\,\frac{5!\,\zeta(6)}{3!\,\zeta(4)}=1+18.8\,\frac{q_T^2}{8k_F^2}.
\]

The number is the ratio of the two Bose integrals, 122.08/6.494. The correction is positive and grows as \(T^2\), so the local exponent \(d\ln P/d\ln T_e\) first rises above 4 by twice the correction. In the example at 1 K, \(q_T/k_F=0.0397/0.5605=0.071\). The correction is 1.2 % and the predicted exponent 4.024; the direct calculation gives 4.025. At 3 K it gives 4.29.

The rise cannot last, because degenerate electrons cannot exchange a momentum well above \(2k_F\). For \(T\gg T_{BG}\), still with \(k_BT\ll E_F\), every allowed mode has \(n_e\simeq k_BT_e/\hbar sq\). Substituting \(q=2k_F\sin\alpha\),

\[
\int_0^{2k_F}\frac{q^2\,dq}{\sqrt{1-(q/2k_F)^2}}=8k_F^3\int_0^{\pi/2}\sin^2\!\alpha\,d\alpha=2\pi k_F^3,
\]

and hence

\[
P\simeq C\,\frac{k_B(T_e-T_L)}{\hbar s}\,2\pi k_F^3=\frac{gD^2m^2k_F^2}{2\pi\rho\hbar^3}\,k_B(T_e-T_L).
\]

The exponent must therefore fall from above 4 towards 1. At 10 K, about a third of \(T_{BG}\), it is already 2.50 in the direct calculation. A measured exponent near 4 is informative only if the temperature lies well below \(T_{BG}\).

## Third generalization: static screening

**Coulomb interaction.** A sheet charge \(\sigma_qe^{i\mathbf q\cdot\mathbf r}\) in a medium \(\kappa\) has the potential \(\phi_qe^{-q|z|}\). The jump of the normal displacement field gives \(2\epsilon_0\kappa q\phi_q=\sigma_q\), so the interaction energy of two electrons is \(v_q=e^2/(2\epsilon_0\kappa q)\).

**Static response.** In linear response, a static energy shift \(U\) changes the density by \(-\Pi U\), where

\[
\Pi=g\!\int\!\frac{d^2k}{4\pi^2}\frac{f-f'}{E'-E}
=2g\,\mathcal P\!\!\int_{k<k_F}\!\frac{d^2k}{4\pi^2}\,\frac{m/\hbar^2}{q^2/2+kq\cos\theta}.
\]

The second form renames \(\mathbf k+\mathbf q\to-\mathbf k\) in the \(f'\) term and takes zero temperature; \(\mathcal P\) denotes the principal value. With \(t=\tan(\theta/2)\),

\[
\int_0^{2\pi}\frac{d\theta}{a+b\cos\theta}=\int_{-\infty}^{\infty}\frac{2\,dt}{(a+b)+(a-b)t^2}.
\]

This is \(2\pi/\sqrt{a^2-b^2}\) for \(a>b>0\). For \(b>a>0\) the principal value vanishes, because the antiderivative is proportional to \(\ln|(c+t)/(c-t)|\), with \(c^2=(b+a)/(b-a)\), and this tends to zero at both ends. Only \(k<q/2\) contributes, and if \(q<2k_F\) this region is full:

\[
\Pi=\frac{2gm}{4\pi^2\hbar^2}\int_0^{q/2}\frac{2\pi k\,dk}{q\sqrt{q^2/4-k^2}}
=\frac{gm}{\pi\hbar^2q}\,\frac q2=\frac{gm}{2\pi\hbar^2}.
\]

This is the density of states \(N_0\), independent of \(q\).

**Screened coupling.** An electron feels \(U=U_0+v_q\,\delta n=U_0-v_q\Pi U\), where \(U_0\) is the deformation energy. This is the mean-field (random-phase) treatment. Hence \(U=U_0/\epsilon\) with

\[
\epsilon(q)=1+v_qN_0=1+\frac{q_{TF}}{q},\qquad q_{TF}=\frac{e^2N_0}{2\epsilon_0\kappa}=\frac{gme^2}{4\pi\epsilon_0\kappa\hbar^2},
\tag{8}
\]

and the integrand of (6) is divided by \(\epsilon^2\).

The phonon potential oscillates at \(\omega=sq\), not at zero frequency. The response then acquires the imaginary part \(\pi S=N_0s/(v_FR)\), while its real part, even in \(\omega\), has no first-order change. The disc integral quoted above confirms both parts within 0.002, once the shift \(-0.005/R\) that its level broadening gives the real part is allowed for. Since \(|\epsilon|^2\) changes at relative order \((s/v_F)^2\), which is \(8\times10^{-5}\) in the example, static screening is justified here.

**Sixth power.** For \(q\ll q_{TF}\), \(1/\epsilon^2\simeq q^2/q_{TF}^2\), so

\[
P=\frac{C}{q_{TF}^2}\int_0^\infty q^5(n_e-N)\,dq.
\]

By (7) with \(p=5\), the number is \(120\,\pi^6/945=8\pi^6/63\). Then \(\Sigma_6=C(k_B/\hbar s)^6\,8\pi^6/(63q_{TF}^2)\), which is (2). Long-wavelength phonons are screened best, and those are the thermal ones at low temperature; this adds two powers of \(T\).

**Limits of this stage.** The next term is \(1/\epsilon^2\simeq(q/q_{TF})^2(1-2q/q_{TF})\). For a cold lattice the power is multiplied by

\[
1-2\,\frac{6!\,\zeta(7)}{5!\,\zeta(6)}\,\frac{q_T}{q_{TF}}=1-11.9\,\frac{q_T}{q_{TF}},
\tag{9}
\]

which is the origin of the 12 in the opening condition. The coefficient is large because the integrand \(x^5/(e^x-1)\) peaks at \(x=4.97\), so the phonons that carry the heat have about five times the wave vector \(q_T\). At 0.1 K in the example, \(q_T/q_{TF}=0.00233\) and (9) gives 0.972; the direct power with the full \(\epsilon\) is 0.973 of the \(T^6\) law.

In the opposite limit \(q_{TF}\ll q_T\), \(\epsilon\to1\) and the fourth power returns. With \(q_{TF}\) set to \(10^{-3}\) of the thermal wave vector at 0.1 K, the computed exponent is within 0.01 of 4.

**Couplings that escape.** Suppose two equal valleys shift by \(+D'\) and \(-D'\). Their density changes cancel, no Coulomb potential arises, and this part of the coupling stays unscreened. It contributes a \(T^4\) term even when \(q_{TF}\) is large, and at low enough temperature that term dominates. The same can happen within one valley: if strain changes the mass differently along different directions, the energy shift varies around the Fermi circle, and for \(q\ll k_F\) the part with zero average is not screened. The sixth power therefore belongs to a shift common to all carriers.

## Worked example: a monolayer InSe channel

Take electrons in the single conduction valley of monolayer InSe between insulators that hold it only weakly in the plane, with rough typical parameters: \(m=0.18\,m_e\), \(g=2\), \(D=5\) eV, \(\rho=4.6\times10^{-6}\) kg/m², \(s=3300\) m/s, \(\kappa=4\). The density is \(5\times10^{12}\) cm⁻², or 0.05 nm⁻². The electrons are at 1 K and the lattice at 0.5 K.

The Fermi wave vector is \(k_F=\sqrt{4\pi n/g}=\sqrt{2\pi\times0.05}=0.56\) nm⁻¹, which gives \(E_F=66\) meV and \(T_{BG}=28\) K. At 1 K, \(q_T=0.040\) nm⁻¹, while \(q_{TF}=1.70\) nm⁻¹.

Without screening, \(\Sigma_4=162\) µW cm⁻² K⁻⁴ and

\[
P=162\,(1-0.5^4)=152\ \mathrm{\mu W/cm^2}=1.52\ \mathrm{W/m^2}.
\]

With strong screening, \(\Sigma_6=1.66\) µW cm⁻² K⁻⁶ and

\[
P=1.66\,(1-0.5^6)=1.63\ \mathrm{\mu W/cm^2}=0.0163\ \mathrm{W/m^2}.
\]

The ratio of the coefficients can be checked by hand. From the two Bose integrals, \(\Sigma_6T^2/\Sigma_4=18.8\,(q_T/q_{TF})^2=18.8\times0.0233^2=0.0102\) at 1 K. Screening thus lowers the cooling power by about two orders of magnitude.

The full \(\epsilon=1+q_{TF}/q\) gives 1.30 µW/cm², which is 23 % below the value with \(\epsilon=q_{TF}/q\). The local exponent for a cold lattice is 5.97 at 0.1 K, 5.82 at 1 K and 5.77 at 3 K, then 2.66 at 10 K. At 1 K the first-order estimate from (9) is \(6-11.9\times0.0233=5.72\); higher orders in \(q_T/q_{TF}\) and the finite Fermi circle make up the difference. The fall is not steady: the finite Fermi circle lifts the exponent to 5.92 near 2.5 K before it drops. With this dielectric function it thus stays between about 5.8 and 6 up to 3 K; the polarization of the layer, treated below, changes this. At 10 K phonons near \(2k_F\) matter, where (8) is less accurate; the full dynamic response at finite temperature gives 2.68 and 2 % more power.

**Heating field.** Let the mobility be 5000 cm²/Vs, so that the sheet conductivity is \(\sigma=4.0\) mS. Joule heating \(\sigma F^2=P\) holds the electrons at 1 K at a field \(F=0.20\) V/cm without screening and 0.018 V/cm with it. Cold electrons thus leave equilibrium in very small fields. The drift velocity stays below 0.3 % of the sound velocity in both cases, which supports the use of an undisplaced Fermi distribution.

**Contacts.** Electrons also carry heat to the contacts. If the Wiedemann–Franz law holds, the sheet heat conductivity is \(\sigma L_0T\) with \(L_0=(\pi^2/3)(k_B/e)^2\). For uniform heating \(P\) and no phonon cooling, \((\sigma L_0/2)\,d^2(T^2)/dx^2=-P\). With both ends at \(T_L\),

\[
T^2=T_L^2+\frac{P\,x(L-x)}{\sigma L_0},\qquad
T_{\max}^2-T_L^2=\frac{PL^2}{4\sigma L_0}.
\]

Setting \(T_{\max}=T_e\) and \(P\) equal to the phonon power gives the length at which either path alone would hold the peak at \(T_e\): 14 µm unscreened and 150 µm screened. With both paths acting at this length, the heating needed is about \(1.8P\) and the phonons carry only about a third of it, because the ends of the channel are cooler. At these temperatures and this mobility, a channel must be about twice as long before the heating that holds its centre at \(T_e\) comes within 10 % of the phonon power. Length alone is not enough. The electrons reabsorb a phonon at the rate \(D^2qN_0/(\rho v_F\epsilon^2)\), so the phonons that carry the heat travel only about 11 µm unscreened and 370 µm screened. In a sheet longer than that, the phonons stay at \(T_L\) only if they escape into the surroundings first.

## What a real InSe device changes

Two corrections that come from the layer itself change the screened power noticeably. First, the bound charge of the layer also polarizes. It adds \(-2\epsilon_0r_0q^2\phi_q\) to the sheet charge, which turns \(\kappa q\) into \(\kappa q+r_0q^2\) and weakens the screening at larger \(q\). With a rough \(r_0=4\) nm, the screened power rises by about 40 %. The exponent is affected too: for small \(q\), \(1/\epsilon^2\simeq(q/q_{TF})^2[1+2q(r_0/\kappa-1/q_{TF})]\). Here \(r_0/\kappa=1.0\) nm exceeds \(1/q_{TF}=0.59\) nm, so the first correction to the \(T^6\) law becomes positive and the low-temperature exponent lies slightly above 6 instead of below.

Second, monolayer InSe is piezoelectric. Its threefold symmetry gives a polarization \((e_{11}(\varepsilon_{xx}-\varepsilon_{yy}),\,-2e_{11}\varepsilon_{xy})\) for a strain \(\varepsilon_{ij}\). A longitudinal wave travelling at angle \(\varphi\) then has a component \(\propto\cos3\varphi\) along \(\mathbf q\), a transverse one \(\propto\sin3\varphi\). The resulting energy is again proportional to \(qu\), with \(D\) replaced by \(ee_{11}/(2\epsilon_0\kappa)=0.85\) eV for \(e_{11}=6\times10^{-11}\) C/m, also rough. It is a quarter period out of phase with the deformation term, so the squares add, each angular factor averaging to one half. The powers of \(T\) are unchanged. Including transverse phonons at 2000 m/s, the addition is 8 % unscreened and 17 % screened.

With both corrections the screened estimate is near 2 µW/cm². The closeness of the plain \(T^6\) value to this is a partial cancellation of errors. The deformation part also scales as \(D^2\), so a 20 % larger \(D\) raises that part by 44 %.

The assumption most at risk is the clean limit. The chosen mobility is high for monolayer InSe and nearer to that of clean, thicker flakes. It gives \(\ell=\hbar k_F\mu_e/e=184\) nm, with \(\mu_e\) the mobility, and \(q_T\ell=7.3\) at 1 K. Since \(q_T\propto T\), the product falls to 1 at 0.14 K, so the values quoted at 0.1 K test the clean formulas and do not describe this sample. At 1 K the product falls to 1 if the mobility is only about 680 cm²/Vs. Then momentum conservation no longer restricts the thermal phonons as assumed, and neither law should be trusted at 1 K; the resulting change in power is not estimated here. A strain coupling that varies around the Fermi circle is left out too. It is in phase with the screened deformation term, so the two amplitudes add before squaring. If its size were \(E_F\), its square alone would be about 2 % of the screened power at 1 K, but the cross term would change that power by roughly a quarter, up or down according to the relative sign. Near 0.1 K its square alone would exceed the screened part, so even in a clean single-valley sample the \(T^6\) law need not continue to the lowest temperatures. The surroundings set two further limits. A metal gate at distance \(d\) multiplies \(v_q\) by \(1-e^{-2qd}\). For \(qd\ll1\) the dielectric function then tends to the constant \(1+2q_{TF}d\), and the power returns to \(T^4\). With a gate 20 nm away, the screened power of the example hardly changes at 1 K but is several times larger at 0.1 K.

The phonons are also taken to be those of a free sheet. If the surroundings hold the sheet with an in-plane shear stiffness \(K\) per area, this needs \(\hbar\sqrt{K/\rho}\) well below the energy of the phonons that carry the heat. For \(K=10^{18}\) N/m³ it corresponds to 3.6 K, which is too high for electrons at 1 K: against a rigid support the power of the example drops to about 0.3 of its value unscreened and 0.4 screened, and \(K\) near \(10^{17}\) N/m³ already costs about 10 %. The shear constant between the layers of a layered crystal is typically near \(10^{19}\) N/m³. Neither (1) nor (2) then applies at 1 K, and a much stiffer bond makes the sheet move with its surroundings. The example assumes a much softer contact; whether a given device has one must be established separately.

Two-phonon flexural processes, band nonparabolicity and lattice heating are also left out and not sized. The main values of the example are collected in the numerical output.

## Calculated quantities

```
mass 0.18 m_e; degeneracy g 2; D 5.0 eV
density 5.0e+12 cm^-2; mobility 5000 cm2/Vs
areal mass density 4.6e-06 kg/m2; kappa 4.0
sound velocity: longitudinal 3300 m/s, transverse 2000 m/s
layer polarizability length 4.0 nm; e11 6.0e-11 C/m
electron temperature 1.0 K; lattice temperature 0.5 K
Fermi wave vector 0.5605 nm^-1
Fermi velocity 3.605e+05 m/s; Fermi energy 66.5 meV
Bloch-Gruneisen temperature 28.26 K
thermal phonon wave vector qT at Te 0.0397 nm^-1
screening wave vector qTF 1.701 nm^-1; qT/qTF 0.0233
temperature where qT = qTF/12: 3.57 K
peak of x^3/(e^x-1) at x = 2.821; of x^5/(e^x-1) at x = 4.965
Bose integrals: cubic 6.49394, quintic 122.0812
first screening correction coefficient 12 zeta(7)/zeta(6) = 11.894
S4 = 161.83 uW/cm2/K^4 = 1.6183 W/m2/K^4
S6 = 1.6554 uW/cm2/K^6 = 0.016554 W/m2/K^6
power, T^4 law 151.72 uW/cm2; direct unscreened 153.68 uW/cm2
power, T^6 law 1.6296 uW/cm2
direct, eps = qTF/q: 1.6757 uW/cm2
direct, eps = 1+qTF/q: 1.2963 uW/cm2
direct unscreened/screened power ratio 118.6
0.1 K, cold lattice: direct/T^4 law 1.00016
0.1 K, cold lattice: direct screened/T^6 law 0.97321
local exponent at 0.1 K: unscreened 4.000, screened 5.973
local exponent at 1.0 K: unscreened 4.025, screened 5.821
local exponent at 3.0 K: unscreened 4.292, screened 5.766
local exponent at 10.0 K: unscreened 2.499, screened 2.660
Neglected effects at the example's temperatures:
finite Fermi circle: unscreened +1.29 %, strong screening +2.83 %
incomplete screening: -22.6 %
layer polarizability: +42.5 % of screened power
piezoelectric energy e*e11/(2 eps0 kappa) = 0.847 eV
piezoelectric extra power: unscreened 8.0 %, screened 17.4 %
s/vF 0.00915; dynamic screening, (s/vF)^2 8.4e-05
thermal smearing kB Te/EF 1.30e-03
mean free path 184.5 nm; qT times path 7.32
mobility at which qT times path = 1: 683 cm2/Vs
sheet conductivity 4.005 mS
heating field: unscreened 0.1959 V/cm, screened 0.01799 V/cm
drift/sound velocity: unscreened 3.0e-03, screened 2.7e-04
channel length where contacts cool equally: unscreened 13.8 um, screened 150.5 um
```
